# Stop-Band Width of a Silicon–Silica Quarter-Wave Stack

## Problem

A mirror is made of alternating layers of silicon, with index \(n_H=3.48\), and silica, with index \(n_L=1.44\). Each layer is a quarter wave thick at the design wavelength \(\lambda_0=1550\) nm:

\[
n_Hd_H=n_Ld_L=\frac{\lambda_0}{4},\qquad d_H=\frac{1550}{4(3.48)}=111.4\ \text{nm},\qquad d_L=\frac{1550}{4(1.44)}=269.1\ \text{nm}.
\]

Light arrives at normal incidence. The stack is treated as infinite and lossless, with constant indices. Find the width of the first stop band as a fraction of its central frequency \(f_0=c/\lambda_0\), and find the wavelengths of its two edges.

## A tempting solution

At each interface the reflected amplitude has magnitude

\[
r=\frac{n_H-n_L}{n_H+n_L}=\frac{2.04}{4.92}=0.41463 .
\]

One period contains two interfaces. Their reflections have opposite signs, but at \(f_0\) the round trip through a quarter-wave layer adds half a wavelength of path, so the two contributions add. The reflection per period is therefore \(2r\).

The phase gained in crossing one period is \(\pi f/f_0\), because each layer contributes \(\pi/2\) at \(f_0\). Away from \(f_0\), this phase departs from \(\pi\) by \(\pi(f-f_0)/f_0\). Reflection wins over this dephasing as long as

\[
\pi\,\frac{|f-f_0|}{f_0}<2r .
\]

The full width is twice the largest allowed detuning:

\[
\frac{\Delta f}{f_0}=\frac{4r}{\pi}=52.8\ \% .
\]

The same fraction is then applied to the wavelength. The band is \(0.528\times1550=818\) nm wide and is centred on 1550 nm, so it runs from 1141 to 1959 nm.

## Where it fails

There are two separate faults.

The first is the addition of single reflections. It counts one reflection from each interface and compares the sum with the dephasing, which is a leading-order argument in \(r\). It fixes the summed reflection at its value at \(f_0\) and treats the dephasing as small. Both steps hold only for small detuning, and hence only for small \(r\). Here \(r\) is 0.41, and the relative error in the width, about \(r^2/6\), is 3 %. The condition for the band edge must come from the full wave equation.

The second fault is the conversion to wavelength. Since \(\lambda=c/f\), a band that is symmetric about \(f_0\) in frequency is not symmetric about \(\lambda_0\) in wavelength. For a narrow band the difference is small, but this band is wide.

## Correct solution

### One layer

At normal incidence the electric field in a layer of index \(n\) obeys

\[
E''=-k^2E,\qquad k=\frac{2\pi f n}{c}.
\]

Its solution, written in terms of the values at the entrance \(z=0\), is

\[
E(z)=E(0)\cos kz+\frac{E'(0)}{k}\sin kz .
\]

Differentiating gives \(E'(z)=-kE(0)\sin kz+E'(0)\cos kz\). With the phase thickness \(\delta=kd\), the layer therefore carries the pair \((E,E')\) from entrance to exit by the matrix

\[
M=\begin{pmatrix}\cos\delta & \dfrac{\sin\delta}{k}\\[2mm] -k\sin\delta & \cos\delta\end{pmatrix},
\qquad \det M=\cos^2\delta+\sin^2\delta=1 .
\]

Both \(E\) and \(E'\) are continuous at an interface: the tangential electric field is continuous, and in non-magnetic materials \(E'\) is proportional to the tangential magnetic field. The matrix of a whole period is thus the product \(M_LM_H\).

### One period

The diagonal elements of the product are

\[
(M_LM_H)_{11}=\cos\delta_L\cos\delta_H-\frac{k_H}{k_L}\sin\delta_L\sin\delta_H,
\]

\[
(M_LM_H)_{22}=\cos\delta_L\cos\delta_H-\frac{k_L}{k_H}\sin\delta_L\sin\delta_H .
\]

Since \(k_H/k_L=n_H/n_L\), half their sum is

\[
C=\cos\delta_H\cos\delta_L-S\sin\delta_H\sin\delta_L,\qquad
S=\frac12\left(\frac{n_H}{n_L}+\frac{n_L}{n_H}\right).
\]

A Bloch wave is multiplied by a factor \(\mu\) on crossing one period, so \(\mu\) is an eigenvalue of the period matrix. The determinant is 1 and the trace is \(2C\), which gives

\[
\mu^2-2C\mu+1=0,\qquad \mu=C\pm\sqrt{C^2-1}.
\]

If \(|C|<1\), the two roots are complex conjugates whose product is 1. Each then has modulus 1, and the wave propagates. If \(|C|>1\), the roots are real and reciprocal, so one solution decays and the other grows. This is the stop band, and its edges lie at \(|C|=1\).

### Quarter-wave layers

Both layers now have the same phase thickness, \(\delta=(\pi/2)f/f_0\). Using \(\cos^2\delta=1-\sin^2\delta\),

\[
C=\cos^2\delta-S\sin^2\delta=1-(1+S)\sin^2\delta .
\]

Because \(S>0\), \(C\) never exceeds \(+1\). A stop band therefore requires \(C<-1\), or

\[
\sin^2\delta>\frac{2}{1+S}.
\]

The sum \(1+S\) can be put over a common denominator:

\[
1+S=\frac{2n_Hn_L+n_H^2+n_L^2}{2n_Hn_L}=\frac{(n_H+n_L)^2}{2n_Hn_L}.
\]

The condition becomes \(\sin^2\delta>4n_Hn_L/(n_H+n_L)^2\). Subtracting both sides from 1 reverses the inequality:

\[
\cos^2\delta<\frac{(n_H+n_L)^2-4n_Hn_L}{(n_H+n_L)^2}=\left(\frac{n_H-n_L}{n_H+n_L}\right)^2=r^2 .
\]

Let \(\eta\) be the excess phase per layer:

\[
\delta=\frac{\pi}{2}+\eta,\qquad \eta=\frac{\pi}{2}\,\frac{f-f_0}{f_0}.
\]

Then \(\cos\delta=-\sin\eta\), and the stop band is given by \(|\sin\eta|<r\). For the first band, \(0<f<2f_0\), \(\eta\) lies between \(-\pi/2\) and \(\pi/2\), where the sine is monotonic. Hence \(|\eta|<\arcsin r\), and the edges are

\[
\frac{f_\pm}{f_0}=1\pm\frac{2}{\pi}\arcsin r .
\]

Their difference is the required width:

\[
\boxed{\frac{\Delta f}{f_0}=\frac{4}{\pi}\arcsin\frac{n_H-n_L}{n_H+n_L}}
\]

The first fault can now be seen in the algebra. The tempting condition \(\pi|f-f_0|/f_0<2r\) is the same as \(|\eta|<r\). It replaces \(\sin\eta\) by \(\eta\).

### Numbers

With \(r=0.41463\), \(\arcsin r=0.42754\) rad. The half-width is \((2/\pi)(0.42754)=0.27218\), so

\[
\frac{f_-}{f_0}=0.72782,\qquad \frac{f_+}{f_0}=1.27218,\qquad \frac{\Delta f}{f_0}=0.5444\approx54\ \% .
\]

For \(f_0=193.4\) THz the width is 105.3 THz. A separate calculation, which expands the field in plane waves and solves the resulting eigenvalue problem, gives the same two edges to the five decimals shown.

The edge wavelengths follow from \(\lambda=\lambda_0/(f/f_0)\):

\[
\lambda_{\text{short}}=\frac{1550}{1.27218}=1218\ \text{nm},\qquad
\lambda_{\text{long}}=\frac{1550}{0.72782}=2130\ \text{nm}.
\]

## How much each fault costs

The linearized width, 52.8 %, is low by 1.6 percentage points, or 3 % of the correct width. The wavelength conversion does more harm. If the linearized frequency edges are converted correctly, they give 1226 and 2106 nm, within 24 nm of the correct values. The symmetric interval from 1141 to 1959 nm is wrong by about 80 nm at the short end and by about 170 nm at the long end.

A single wavelength shows the consequence. At 2000 nm, \(f/f_0=0.775\), so \(\eta=-0.353\) and \(|\sin\eta|=0.346\). This is less than \(r\), so the light is stopped, although the tempting solution lets it pass.

The word "fractional" also needs care when widths are stated in wavelength. The band is 911 nm wide. Divided by the design wavelength this is 58.8 %, but divided by the mean of the edge wavelengths, 1674 nm, it is 54.4 %. The second figure agrees with the frequency fraction for any band, as multiplying numerator and denominator by \(f_+f_-/c\) shows:

\[
\frac{\lambda_{\text{long}}-\lambda_{\text{short}}}{(\lambda_{\text{long}}+\lambda_{\text{short}})/2}
=\frac{2(c/f_--c/f_+)}{c/f_-+c/f_+}
=\frac{2(f_+-f_-)}{f_++f_-}.
\]

## Limits and other thicknesses

For weak contrast \(\arcsin r\to r\), and the width tends to \(4r/\pi\). The tempting formula is the correct leading term in that limit. For extreme contrast \(r\to1\), and the width tends to 2: the stop band fills the whole range from 0 to \(2f_0\). The linear formula would give \(4/\pi=1.27\) instead.

At \(2f_0\) each layer is half a wave thick, \(\sin\delta=0\) and \(C=+1\). Each layer matrix is then minus the identity, and the period matrix is the identity. The two bands touch there, and no second stop band opens. This closure needs equal optical thicknesses: silicon layers 5 % too thick open a gap from about \(1.93f_0\) to \(1.97f_0\).

If the layers are not quarter waves, write \(\Sigma=\delta_H+\delta_L\) and \(D=\delta_H-\delta_L\). The product formulas for sines and cosines give

\[
C=\tfrac12\left[(1+S)\cos\Sigma-(S-1)\cos D\right].
\]

The condition \(C<-1\) is \((1+S)\cos\Sigma<-2+(S-1)\cos D\). Adding \(1+S\) to both sides and dividing by \(1+S\) gives

\[
1+\cos\Sigma<\frac{S-1}{S+1}\,(1+\cos D).
\]

Since \(S-1=(n_H-n_L)^2/(2n_Hn_L)\), the fraction on the right equals \(r^2\). With \(1+\cos x=2\cos^2(x/2)\), the condition becomes

\[
\left|\cos\frac{\Sigma}{2}\right|<r\left|\cos\frac{D}{2}\right| .
\]

The right side is largest when \(D=0\). For fixed indices and fixed total optical thickness, equal optical thicknesses therefore give the widest first stop band. Layers of equal physical thickness, with the same total optical thickness, give a band whose middle lies slightly below \(f_0\). Its width is 43.9 % of that mid-gap frequency, or 42.9 % of \(f_0\).

## A mirror with few pairs

At \(f_0\), \(C=-S\), and the equation for \(\mu\) factorizes:

\[
\mu^2+2S\mu+1=\left(\mu+\frac{n_H}{n_L}\right)\left(\mu+\frac{n_L}{n_H}\right)=0 .
\]

The decaying field is multiplied by \(-n_L/n_H=-0.414\) per pair. The minus sign is the half-wave phase of one period. Such a rapid decay suggests that a few pairs make a good mirror, and the reflectance confirms it.

Let \(N\) pairs lie between air and a thick silica substrate, with silicon facing the air. With time dependence \(e^{-2\pi ift}\), define an effective index \(y\) by \(E'=i(2\pi f/c)\,yE\), so that a single forward wave has \(y=n\). For a quarter-wave layer, \(M\) gives \(E(d)=E'(0)/k\) and \(E'(d)=-kE(0)\). Dividing these relations yields \(y(0)\,y(d)=n^2\). A pair thus changes the value \(y\) behind it into

\[
\frac{n_H^2}{n_L^2/y}=\left(\frac{n_H}{n_L}\right)^2y .
\]

Starting from \(y=n_L\) in the substrate, the air sees

\[
Y=n_L\left(\frac{n_H}{n_L}\right)^{2N},\qquad R=\left(\frac{1-Y}{1+Y}\right)^2 .
\]

Three pairs reflect 98.6 % at the centre and five reflect 99.96 %. The edges are less sharp than in the infinite stack. With five pairs the reflectance at the ideal band edge is 96.4 %, and the range with reflectance above 99 % spans 48 % of \(f_0\). A mirror specified by a reflectance threshold needs this second kind of width.

## Comparison with real layers

The indices are typical of silicon and silica near 1550 nm, but the band is so wide that they cannot stay constant across it. With rough dispersion data, the silicon index falls from 3.52 at the short edge to 3.45 at the long edge, and the silica index from 1.444 to 1.433. Solving the band-edge condition with these varying indices gives edges at about 1224 and 2113 nm and a width of 53.2 %. Dispersion thus takes about one percentage point from the ideal result.

Other departures, each applied alone to the constant-index model, move the band and can also change its width. The widths below are fractions of the mid-gap frequency, which no longer equals \(f_0\). Silicon layers 5 % too thick shift the wavelength of the mid-gap frequency to 1589 nm and leave the width at 54.4 %. Heating by 100 K, with rough thermo-optic coefficients and with thermal expansion neglected (it would add about 0.3 nm), shifts it by about 5 nm and changes the width to 54.7 %. Incidence at 20° from air shifts it to 1524 nm and changes the width to 55.8 % for s polarization and 53.0 % for p polarization.

The photon energy at the short edge is 1.02 eV, below the rough room-temperature silicon gap of 1.12 eV, so strong band-to-band absorption is not expected in crystalline silicon. Deposited silicon can absorb more, and its index depends on how it is made. For an assumed extinction coefficient of \(10^{-3}\), a five-pair mirror absorbs about 0.06 % of the incident power at the centre. That is small, but it exceeds the 0.04 % transmitted by the lossless mirror.

## Values computed for the example and the checks

```
Indices silicon, silica: 3.48, 1.44
Design wavelength: 1550 nm; frequency: 193.4 THz
Thickness silicon, silica: 111.4, 269.1 nm
Index contrast r: 0.41463; arcsin r: 0.42754 rad
S: 1.4152; half-width/f0: 0.27218
Edges f/f0, formula: 0.72782, 1.27218
Edges f/f0, plane waves: 0.72782, 1.27218
Fractional width, formula: 54.44 %
Fractional width, plane waves: 54.44 %
Weak-contrast estimate: 52.79 %
Width in frequency: 105.3 THz
Edge wavelengths: 1218.4, 2129.7 nm
Wavelength width: 911.3 nm
Mean of edge wavelengths: 1674.0 nm
Wavelength width / mean wavelength: 54.44 %
Wavelength width / design wavelength: 58.79 %
Second-gap band frequencies f/f0: 2.0000, 2.0000
Width for equal physical thicknesses: 43.90 %
Field factor per pair at centre: 0.4138
Central reflectance, 1 pairs: 62.009 %
Central reflectance, 2 pairs: 92.178 %
Central reflectance, 3 pairs: 98.615 %
Central reflectance, 4 pairs: 99.762 %
Central reflectance, 5 pairs: 99.959 %
Central reflectance, 6 pairs: 99.993 %
R at ideal band edge, 5 pairs: 96.42 %
Band with R > 99 %, 5 pairs: 48.04 % of f0
Neglected effects (rough inputs):
Silicon Cauchy coefficient: 0.15 um^2
Silica index slope: -0.012 per um
Silicon index at ideal edges: 3.519, 3.451
Silica index at ideal edges: 1.444, 1.433
Dispersion: edges 1224.4, 2112.8 nm
Below: width / mid-gap frequency; wavelength of mid-gap frequency
Dispersion: 53.24 %; 1550.3 nm
Silicon 5 % thicker: 54.40 %; 1588.9 nm
Heating by 100 K: 54.69 %; 1554.5 nm
20 deg, s polarization: 55.82 %; 1524.1 nm
20 deg, p polarization: 53.02 %; 1524.1 nm
Thermo-optic silicon, silica: 1.8e-04, 1.0e-05 per K
Silicon extinction coefficient: 1e-03
Absorbed at centre, 5 pairs: 0.063 %
Photon energy at short edge: 1.018 eV; rough silicon gap: 1.12 eV
```
